# Square-root and quarter-power laws for the fluctuations of a crystal step

## A step with one free point

Hold a surface step at two points a distance $2\ell$ apart. Let its midpoint move sideways by $x$, and join the three points by straight pieces. Each piece has slope $x/\ell$ in magnitude. If bending the step away from its mean direction costs an energy $\beta(\text{slope})^2/2$ per length, the total cost is

$$E=2\ell\,\frac{\beta}{2}\frac{x^2}{\ell^2}=\frac{\beta x^2}{\ell}.$$

Here $\beta$ is the step stiffness. Equipartition, $\langle E\rangle=k_BT/2$, gives

$$\langle x^2\rangle=\frac{c\ell}{2},\qquad c=\frac{k_BT}{\beta}.$$

The length $c$ measures how rough the step is. If the midpoint forgets its position in a time $\tau$, then $\langle x(t)x(0)\rangle=\langle x^2\rangle e^{-t/\tau}$ and

$$\langle[x(t)-x(0)]^2\rangle=2\langle x^2\rangle-2\langle x(t)x(0)\rangle=c\ell\,(1-e^{-t/\tau}).$$

The mean-square displacement saturates at $c\ell$ for both kinds of transport considered here, provided that atoms moving only along the edge can pass the held points into a much longer step. Transport then sets only $\tau$. If atoms attach and detach locally, the velocity follows the curvature, of order $x/\ell^2$, so $\tau\propto\ell^2$. If atoms only travel along the edge, their flux follows the gradient of curvature, $x/\ell^3$. The velocity is the divergence of that flux, $x/\ell^4$, so $\tau\propto\ell^4$.

A long step has free pieces of every length. After time $t$ those up to $\ell(t)\propto t^{1/2}$ or $t^{1/4}$ have equilibrated, which suggests a mean-square displacement of order $c\ell(t)$. Two derivations now supply the prefactors.

## The equations of motion

Let $x(y,t)$ be the displacement of a long step whose mean direction is $y$. The step is in equilibrium and its slopes are small after averaging over many sites. Its energy is

$$H=\frac{\beta}{2}\int(\partial_yx)^2dy,\qquad \frac{\delta H}{\delta x}=-\beta\,\partial_y^2x.$$

The second expression is the energy per added area. The problem is classical, so $\hbar$ does not appear, and the formulas hold in atomic units as in any consistent set.

For random attachment and detachment, the terraces act as a reservoir of adatoms at fixed chemical potential. The velocity is proportional to the local driving force:

$$\partial_tx=-\frac{\Gamma_A}{k_BT}\frac{\delta H}{\delta x}+\eta=\frac{\Gamma_A}{c}\,\partial_y^2x+\eta.$$

For edge diffusion, the area flux along the step is $J=-(\Gamma_h/k_BT)\,\partial_y(\delta H/\delta x)$ plus noise. Area is conserved, so

$$\partial_tx=-\partial_yJ=-\frac{\Gamma_h}{c}\,\partial_y^4x+\eta.$$

The mobilities $\Gamma_A$ (length³/time) and $\Gamma_h$ (length⁵/time) are defined by linear response. A disturbance of wave number $q$ decays on average as $e^{-B|q|^zt}$, with

$$z=2,\ B=\frac{\Gamma_A}{c}\qquad\text{or}\qquad z=4,\ B=\frac{\Gamma_h}{c}.$$

The quantity sought is $G(t)=\langle[x(y,t)-x(y,0)]^2\rangle$.

## First derivation: equilibrium modes that forget

Take a periodic step of length $L$ and write $x=\sum_qx_qe^{iqy}$. Then $H=(\beta L/2)\sum_qq^2|x_q|^2$. The pair $\pm q$ contributes $\beta Lq^2|x_q|^2$ and has two real degrees of freedom, so its mean energy is $k_BT$. Therefore

$$\langle|x_q|^2\rangle=\frac{c}{Lq^2}.$$

In equilibrium the correlation of a mode decays as its mean does, $\langle x_q(t)x_q^*(0)\rangle=\langle|x_q|^2\rangle e^{-B|q|^zt}$. Different modes are uncorrelated, so

$$G(t)=\sum_{q\ne0}\frac{2c}{Lq^2}\left(1-e^{-B|q|^zt}\right).$$

The omitted mode $q=0$ is the mean position. It is fixed under edge diffusion. Under attachment it adds $2\Gamma_At/L$, which vanishes for $L\to\infty$ at fixed $t$. In that limit $\sum_q\to L\int dq/2\pi$. The integrand is even, which doubles the integral over positive $q$:

$$G(t)=\frac{2c}{\pi}\int_0^\infty\frac{1-e^{-Bq^zt}}{q^2}\,dq.$$

Integrate by parts, with $-1/q$ as the integral of $1/q^2$. The boundary term vanishes at infinity, and at small $q$ it behaves as $Btq^{z-1}$, which vanishes for $z>1$. What remains is

$$\int_0^\infty\frac1q\,e^{-Bq^zt}\,zBtq^{z-1}dq .$$

Set $s=Bq^zt$. Then $ds=zBtq^{z-1}dq$ and $1/q=(Bt)^{1/z}s^{-1/z}$, so the integral is $(Bt)^{1/z}\int_0^\infty s^{-1/z}e^{-s}ds$. This is a gamma function:

$$G(t)=\frac{2c}{\pi}\,\Gamma\!\left(1-\frac1z\right)(Bt)^{1/z}.$$

With $\Gamma(1/2)=\sqrt\pi$, the two cases are

$$G_A=2\sqrt{\frac{c\,\Gamma_At}{\pi}},\qquad G_h=\frac{2\Gamma(3/4)}{\pi}\,c^{3/4}(\Gamma_ht)^{1/4}.$$

Both have the form $G\sim c\ell(t)$ with $\ell(t)=(Bt)^{1/z}$, the correlated length.

## Second derivation: old roughness lost, new noise gained

This route stays in real space and follows the noise. Its strength must keep the equilibrium roughness steady. If the noise in mode $q$ has strength $2N_q/L$, then

$$\frac{d}{dt}\langle|x_q|^2\rangle=-2B|q|^z\langle|x_q|^2\rangle+\frac{2N_q}{L}=0$$

requires $N_q=Bc|q|^{z-2}$. This equals $\Gamma_A$ for attachment and $\Gamma_hq^2$ for edge diffusion. In real space,

$$\langle\eta(y,t)\eta(y',t')\rangle=2\Gamma_A\,\delta(y-y')\delta(t-t')\quad\text{or}\quad-2\Gamma_h\,\delta''(y-y')\delta(t-t').$$

The second form is the noise of a random flux, which moves area without creating it.

Let $p(u,t)$ be the shape into which a unit spike at $u=0$ relaxes without noise. It obeys $\partial_tp=B\,\partial_u^2p$ or $\partial_tp=-B\,\partial_u^4p$. It is even and has unit area. Relaxing for $t$ and then for $s$ is relaxing for $t+s$, so $\int p(u-v,t)\,p(v,s)\,dv=p(u,t+s)$. Linearity gives

$$x(0,t)-x(0,0)=\int p(u,t)\,[x_0(u)-x_0(0)]\,du+\int_0^t\!ds\int p(u,t-s)\,\eta(u,s)\,du,$$

where $x_0$ is the initial shape. The two terms are independent, so their variances add.

**Initial shape.** The Boltzmann weight $\exp[-\int(\partial_yx)^2dy/2c]$ makes slopes at different places independent, with correlation $c\,\delta(y-y')$. Hence $\langle[x_0(u)-x_0(v)]^2\rangle=c|u-v|$: the step is a random walk in space. From $ab=\tfrac12[a^2+b^2-(a-b)^2]$,

$$\langle[x_0(u)-x_0(0)][x_0(v)-x_0(0)]\rangle=\frac c2\left(|u|+|v|-|u-v|\right).$$

Define $m(t)=\int p(u,t)|u|\,du$. Averaging over $u$ and $v$ with weights $p$, the first two terms give $c\,m(t)$. In the third, the difference $u-v$ has the weight $p(\cdot,2t)$. The variance from the initial shape is therefore

$$c\,m(t)-\frac c2\,m(2t).$$

**Noise, attachment.** Its variance is

$$2\Gamma_A\int_0^tds\int p(u,s)^2du=2\Gamma_A\int_0^tp(0,2s)\,ds=\Gamma_A\int_0^{2t}p(0,r)\,dr.$$

Since $|u|''=2\delta(u)$, two integrations by parts give $dm/dt=B\int p''|u|\,du=2Bp(0,t)$, with $m(0)=0$. The noise variance is thus $(\Gamma_A/2B)\,m(2t)=(c/2)\,m(2t)$.

**Noise, edge diffusion.** The factor $-2\Gamma_h\delta''$ replaces $2\Gamma_Ap(0,2s)$ by $-2\Gamma_hp''(0,2s)$, and now $dm/dt=-B\int p''''|u|\,du=-2Bp''(0,t)$. The noise variance is

$$-\Gamma_h\int_0^{2t}p''(0,r)\,dr=\frac{\Gamma_h}{2B}\,m(2t)=\frac c2\,m(2t).$$

In both cases the terms in $m(2t)$ cancel in the sum:

$$G(t)=c\,m(t).$$

The mean-square displacement is $c$ times the spread of a relaxing spike. For $z=2$, $p$ is a Gaussian of variance $2Bt$, whose mean absolute value is $m=2\sqrt{Bt/\pi}$. For $z=4$, $p$ is negative in places, so $m$ is a weighted length and not a mean distance. From $p=\int e^{iqu-Bq^4t}dq/2\pi$,

$$-p''(0,t)=\frac1\pi\int_0^\infty q^2e^{-Bq^4t}dq=\frac{\Gamma(3/4)}{4\pi}(Bt)^{-3/4},$$

where $s=Bq^4t$ was used. Integrating $dm/dt=-2Bp''(0,t)$, with $\int_0^tr^{-3/4}dr=4t^{1/4}$, yields $m=(2/\pi)\Gamma(3/4)(Bt)^{1/4}$. Both results agree with the first derivation.

## What each derivation assumes

The first derivation needs equilibrium at the start and the decay law of each mode. It never uses the noise strength, because stationarity already contains it. It says nothing about a step prepared out of equilibrium.

The second needs the noise explicitly but allows any initial shape. If the step is straight at $t=0$, only the noise term survives. Since $m(2t)=2^{1/z}m(t)$,

$$\frac{G_{\rm straight}}{G}=\frac{2^{1/z}}{2},$$

or 0.7071 for $z=2$ and 0.5946 for $z=4$. The exponents are unchanged. A numerical solution for a pinned chain of 201 sites, at a correlated length of 12 sites, gave 0.7073 and 0.5948.

The second route also shows why the noise must conserve area for the quarter power. Suppose edge diffusion smooths the step while atoms arrive at random from outside, with noise strength $2F\delta(y-y')\delta(t-t')$. A step that starts straight then has variance $F\int_0^{2t}p(0,r)\,dr$. For $z=4$, $p(0,r)\propto r^{-1/4}$, so this grows as $t^{3/4}$.

Neither derivation proves that hopping atoms obey the linear equations. Two Monte Carlo models test this without fitted parameters.

- **Attachment and detachment.** Neighbouring heights differ by $\pm1$. A site whose two neighbours are equal flips across them at unit rate. The mean velocity is then $x_{i-1}+x_{i+1}-2x_i$ for every configuration, so $B=1$. In equilibrium the slopes $\pm1$ are independent with mean square 1, so $c=1$. Between lags of 20 and 400 inverse rates the exponent was 0.499, and at the longer lag $G$ was 1.000 times the law.
- **Edge diffusion.** The energy is $k_BT$ per unit height difference between neighbours. An atom hops to each adjacent column at a rate $w=e^{-\Delta/k_BT}$, where $\Delta$ is the energy needed to remove it. Averaging $w$ with the Boltzmann weight shifts the sum over states by one removed atom, so $\langle w\rangle=1$. At a chemical potential $\mu$ per atom the same shift gives $\langle w\rangle=e^{\mu/k_BT}$. The mean current is a difference of neighbouring $w$'s, hence $-\partial_y\mu/k_BT$ for small $\mu$, which makes the mobility 1. Between lags of 50 and 500 the exponent was 0.268, and at the longer lag $G$ was 0.980 times the law.

The second exponent lies above 0.25. The two figures together put $G$ at the shorter lag about 6% below the law. Part of this shortfall is systematic. The run uses a closed ring of 60 sites, and closure lowers the effective $c$ by about 3% and $G$ by about 2%. The correlated length is also only 2 to 4 sites. The linear lattice equations with both corrections give 0.96 and 0.97 of the law at the two lags. The remaining differences, about 2% and 1%, are not resolved by the run.

## Where the laws begin and end

On a lattice of spacing $a_\parallel$ along the step, neighbours do not matter at first. The noise averaged over one site gives $G=2\Gamma_At/a_\parallel$. For edge diffusion a site has two bonds, each with flux variance $2\Gamma_ht/a_\parallel$. Dividing by $a_\parallel^2$ gives $G=4\Gamma_ht/a_\parallel^3$. Both are linear in $t$. The power laws require $\ell(t)\gg a_\parallel$, or $t\gg a_\parallel^z/B$.

Pinning at two points a distance $L$ apart ends the growth. The midpoint variance is $cL/4$, the result of the opening model with $L=2\ell$, so $G$ saturates at $cL/2$. The slowest mode has $q=\pi/L$ and relaxation time $1/(Bq^z)$. For edge diffusion both statements assume that the pinned points exchange atoms freely with a reservoir. If the area between the pins were fixed, the midpoint would fluctuate less.

If both channels act, their rates add to $(\Gamma_Aq^2+\Gamma_hq^4)/c$. Edge diffusion rules short waves and early times; attachment rules late times. Setting $G_A=G_h$ and taking fourth powers gives $c^2\Gamma_A^2t^2/\pi^2=\Gamma(3/4)^4c^3\Gamma_ht/\pi^4$, so the laws cross at

$$t_\times=\frac{\Gamma(3/4)^4\,c\,\Gamma_h}{\pi^2\Gamma_A^2}.$$

The square-root law also needs fast transport on the terraces. Let $\Omega$ be the area of a surface cell, $n$ the equilibrium adatom density, $D$ the terrace diffusivity, and $\delta n$ the excess density at the step. Then

$$v=\frac{\Gamma_A}{\Omega}\left(\frac{\delta n}{n}+\frac{\Omega}{c}\,\partial_y^2x\right).$$

Let straight neighbouring steps at distance $W$ hold $\delta n=0$. This treats them as perfect sinks and sources; neighbours that attach slowly themselves supply less. If adatoms diffuse fast compared with the step's motion, the excess at distance $s$ from the step varies as $\sinh[q(W-s)]/\sinh(qW)$. Supply from both sides then requires $v=-2\Omega Dq\coth(qW)\,\delta n$. Eliminating $\delta n$ gives $v=-\Gamma_{\rm eff}q^2x/c$ with

$$\frac1{\Gamma_{\rm eff}}=\frac1{\Gamma_A}+\frac1{2\Omega^2Dn\,q\coth(qW)}.$$

For a truly isolated step on a surface without desorption, $W\to\infty$ and $q\coth(qW)\to q$. At long wavelengths supply is then the bottleneck, the rate varies as $q^3$, and $G$ eventually grows as $t^{1/3}$. Without desorption, the $t^{1/2}$ law of an isolated step thus belongs to the regime where attachment, not terrace diffusion, is slow. If adatoms exchange with a vapour after a diffusion length $x_s$, the factor $q$ becomes $\sqrt{q^2+x_s^{-2}}$, and waves longer than $x_s$ bring back $t^{1/2}$ with a smaller mobility.

## A bilayer step on silicon

The example is in the regime of Si(111) at 1170 K, where the surface has its high-temperature 1×1 structure. All kinetic inputs are rough. One surface cell is treated as one building unit, with $a_\parallel=0.384$ nm and an advance $a_\perp=0.333$ nm per added row. A stiffness of 0.3 eV/nm and $k_BT=0.1008$ eV give $c=0.336$ nm.

Let units attach at a mean rate $\nu_A=10^6$ s⁻¹ per site and detach equally often. The site variance grows as $2\nu_Aa_\perp^2t$, which must equal $2\Gamma_At/a_\parallel$. Hence $\Gamma_A=\nu_Aa_\perp^2a_\parallel=4.245\times10^4$ nm³/s. In general correlations between successive events lower the long-wave mobility below this count, so $\nu_A$ is an effective rate. For edge hops at $\nu_h=10^8$ s⁻¹ in each direction, each carrying area $a_\perp a_\parallel$, the same comparison of flux variances gives $\Gamma_h=\nu_ha_\perp^2a_\parallel^3=6.259\times10^5$ nm⁵/s.

At $t=1$ s, attachment and detachment alone give

$$G_A=2\sqrt{\frac{0.3361\times4.245\times10^4}{\pi}}\ \text{nm}^2=135\ \text{nm}^2,$$

an rms displacement of 11.6 nm (116 Å). Edge diffusion alone gives

$$G_h=0.780\times0.3361^{3/4}\times(6.259\times10^5)^{1/4}\ \text{nm}^2=9.7\ \text{nm}^2,$$

an rms of 3.1 nm (31 Å). At 0.01 s the values are 13.5 and 3.1 nm². A hundredfold increase in time multiplies $G$ by 10 in one case and by 3.16 in the other.

The edge law at 1 s describes a step whose exchange with the terrace is switched off. With both channels on, the laws cross at $2.7\times10^{-5}$ s, and at 1 s edge diffusion raises $G$ by only about 0.003% over attachment alone. A quarter-power law would have to be sought between $1.2\times10^{-8}$ s, where $\ell$ reaches one site, and the crossing, where the edge-diffusion length is still only about seven sites. That window is too narrow for a clean law: with both channels on, the linear equations on the lattice give a local exponent that stays above 0.27 and reaches about 0.37 at the crossing. A clear quarter power needs much slower exchange with the terraces than assumed here.

The mean-square slope is $c/a_\parallel=0.88$ over one site, which is not small. Over the correlated length of 355 nm reached by attachment in 1 s it is $c/\ell\approx10^{-3}$. The small-slope energy thus applies to the coarse-grained step, with $\beta$ its measured or computed stiffness.

On a real surface, finite terrace diffusion, neighbouring steps and pinning can each limit these laws. Take $W=100$ nm, an adatom coverage $\Omega n=0.1$ and $D=10^{-5}$ cm²/s. The supply term then lowers $G_A$ at 1 s by 7%. With $D$ ten times smaller and all else fixed, the reduction is 38%. Both figures take the neighbours as perfect sinks. At the larger $D$ the attachment length $2\Omega^2Dn/\Gamma_A$ is about 600 nm, well above $W$, so neighbours with the same $\Gamma_A$ are far from perfect sinks. Straight neighbours of that kind give reductions of 27% and 46%. Steps held straight at $\pm W$ also confine the motion. Treat them as hard walls. Since the step is a random walk in space, summing the Boltzmann weight over its shapes gives $\partial_y\psi=(c/2)\,\partial_x^2\psi$, with $\psi=0$ at $x=\pm W$. Far from the ends only the slowest-decaying solution, $\cos(\pi x/2W)$, survives. It enters once from each side along the step, so the position has probability density proportional to $\cos^2(\pi x/2W)$ and variance $(1/3-2/\pi^2)W^2$. The free law would reach twice this variance after about 380 s. If the step is pinned every 5 µm, its slowest mode relaxes in 20 s when attachment alone sets the rate (at $D=10^{-5}$ cm²/s, 23 s with perfect-sink neighbours and 43 s with straight neighbours of the same $\Gamma_A$), and $G$ cannot pass 840 nm² at the midpoint. Sublimation at a rough $10^{-4}$ layers per second moves the step by 0.01 nm in 1 s, which is negligible here.

The uncertain rates matter more: a tenfold error in $\nu_A$ changes $G_A$ by a factor 3.2, and in $\nu_h$ it changes $G_h$ by 1.8. During vapour deposition there is also a net flux, which these derivations leave out, so these equilibrium values should not be carried over to a growing film. The full set of values is in the numerical output.

## Table of computed values

```
MC attach/detach: exponent 0.499, G/law 1.000
  lags 20 and 400 (1/rate)
MC edge diffusion: exponent 0.268, G/law 0.980
  lags 50 and 500 (1/rate)
flat start / equilibrium start, z=2: 0.7073
flat start / equilibrium start, z=4: 0.5948
temperature: 1170 K, kT = 0.1008 eV
stiffness: 0.30 eV/nm
c = kT/stiffness: 0.3361 nm
site spacing along step: 0.3840 nm
row advance: 0.3325 nm; cell area: 0.1277 nm^2
exchange rate: 1.0e+06 1/s; edge-hop rate: 1.0e+08 1/s
mob_A: 4.245e+04 nm^3/s
mob_h: 6.259e+05 nm^5/s
attach/detach G(0.01 s): 13.48 nm^2, rms 3.67 nm
attach/detach G(1 s): 134.78 nm^2, rms 11.61 nm
  main result in angstrom: rms(1 s) 116.1 A
edge diffusion G(0.01 s): 3.06 nm^2, rms 1.75 nm
edge diffusion G(1 s): 9.69 nm^2, rms 3.11 nm
  main result in angstrom: rms(1 s) 31.1 A
growth of G over 100x in time: 10.00 and 3.16
correlated length at 1 s, attach/detach: 355.4 nm
correlated length at 1 s, edge diffusion: 36.9 nm
crossing time of the two laws: 2.67e-05 s
window opens, attach/detach: 1.17e-06 s
window opens, edge diffusion: 1.17e-08 s
pinned length: 5000 nm
slowest pinned mode, attach/detach: 20.1 s
slowest pinned mode, edge diff.: 3.45e+06 s
pinned midpoint saturation of G: 840 nm^2
terrace width: 100 nm
neighbour confinement, attach/detach: 376 s
both channels / attach only, G(1 s): 1.00003
terrace: coverage 0.1, D = 1e-05 cm^2/s
finite D x 1.0: G(1 s)/law = 0.927
finite D x 0.1: G(1 s)/law = 0.619
sublimation: 1e-04 layers/s, drift in 1 s 0.010 nm
drift^2 / G(1 s), attach/detach: 7.4e-07
mean-square slope over one site: 0.875
mean-square slope over correlated length, A: 9.5e-04
mean-square slope over correlated length, h: 9.1e-03
```
